Gaussian, spherical and Landau bases for hydrogen in a strong magnetic field, part 1

(Sections cited here and not found follow in the second part.)

Choice of basis for hydrogen in a strong magnetic field: theory and settings

At a field of 2.3505×10⁶ T, a single Landau channel gives the binding energy of hydrogen to within 2.16 eV of the converged 47.560 eV, while a single spherical harmonic misses it by 11.40 eV. With larger bases the order reverses. Thirty-two Landau channels, 1600 functions in all, are still 0.0125 eV short; spherical harmonics up to l = 24, 650 functions, are 4×10⁻⁶ eV short; and 248 anisotropic Gaussians differ from the reference by 1.6×10⁻⁸ eV. The reversal comes from two features of the wavefunction, a cusp at the nucleus and a narrow tube along the field. The numerical check, together with its output, offers all three bases: Gaussians through the routines lattice and gauss_solve (settings q and top), spherical harmonics through spherical_H (settings L, R and M), and Landau channels through landau_H (settings N, Z and M).

1. The model

The algebra is in atomic units (ħ = mₑ = e = 4πε₀ = 1); numbers are in eV and Å, with 1 hartree = 27.211386 eV and a₀ = 0.529177 Å. The field points along z and has strength γ = B/B₀, with B₀ = 2.35052×10⁵ T the atomic unit. "B = 1" and "B = 10" mean γ = 1 and γ = 10. The nucleus is a fixed point charge, the electron is nonrelativistic, and its spin g-factor is 2.

The electron has charge −1, so its kinetic energy is (p + A)²/2. In the symmetric gauge A = (γ/2)(−y, x, 0). Since ∇·A = 0, p·A = A·p, and

(p + A)²/2 = p²/2 + A·p + A²/2.

Here A·p = (γ/2)(x p_y − y p_x) = γL_z/2 and A² = γ²ρ²/4 with ρ² = x² + y². Adding the Coulomb and spin terms,

H_full = −½∇² − 1/r + γ²ρ²/8 + γL_z/2 + γS_z.

L_z and S_z commute with H_full. For L_z = m = 0, and with the constant γS_z set aside,

H = −½∇² − 1/r + γ²ρ²/8.   (1)

All results are for the lowest m = 0 state. That it also lies below the states of other m is plausible, because those vanish on the field axis and keep farther from the nucleus, but it is neither proved nor needed here. Within m = 0 the operator (1) is real. If a real ψ minimises ⟨H⟩, then |ψ| has the same |∇ψ|² and the same density, so it minimises ⟨H⟩ too and must solve the same equation; a sign change in ψ would give |ψ| a kink on the nodal surface, which no solution has where the potential is finite. The lowest state therefore has one sign. Two functions of one sign cannot be orthogonal, so it is nondegenerate, hence an eigenstate of z → −z, and having one sign it is even.

The ionisation threshold is the lowest energy of a free m = 0 electron. Put s = γρ²/2. Then d/dρ = γρ d/ds, so f_ρρ + f_ρ/ρ = γ²ρ²f″ + 2γf′ = 2γ(sf″ + f′), with primes for d/ds, and γ²ρ²/8 = γs/4. The transverse operator is

h⊥f = −γ(sf″ + f′) + γsf/4.

With f = e^(−s/2)w one has f′ = e^(−s/2)(w′ − w/2) and f″ = e^(−s/2)(w″ − w′ + w/4), so sf″ + f′ = e^(−s/2)[sw″ + (1 − s)w′ + (s/4 − ½)w]. The terms in s/4 cancel:

h⊥f = γe^(−s/2)[−sw″ − (1 − s)w′ + w/2].

The Laguerre polynomials obey sLₙ″ + (1 − s)Lₙ′ + nLₙ = 0, so w = Lₙ gives the eigenvalue γ(n + ½). Since 2πρ dρ = (2π/γ)ds and ∫₀^∞ e^(−s)LₙLₙ′ ds = δₙₙ′ (here and below a prime on an index labels a second index), the normalised Landau functions are

φₙ(ρ) = √(γ/2π) e^(−s/2) Lₙ(s),   εₙ = γ(n + ½),   φₙ(0) = √(γ/2π),   (2)

the last because Lₙ(0) = 1. The program tests the eigenvalue equation for n = 0 and 3 at γ = 3. The threshold is γ/2, and the binding energy is

E_b = γ/2 − E.   (3)

The spin term is the same for the bound and the free electron and drops out. The zero-point energy γ/2 is 13.606 eV at γ = 1 and 136.057 eV at γ = 10; the magnetic length 1/√γ is 0.529 Å and 0.167 Å.

Three exact statements are used later. First, let ψ be the exact state, χ a trial function and η = ψ − χ. Because (H − E)ψ = 0, every term of ⟨χ|H − E|χ⟩ that contains ψ vanishes, and

E_χ − E = ⟨η|H − E|η⟩/⟨χ|χ⟩ ≥ 0.   (4)

Each basis gives an upper bound to E and so a lower bound to E_b, and the error is the energy of the missing piece. Second, near the nucleus ψ = ψ(0)(1 − r + …), because ∇²r = 2/r, so that −½∇²(−r) = +1/r cancels the −1/r of the potential; the field term vanishes at the origin and does not alter this cusp. Third, scaling ψ → λ^(3/2)ψ(λr) gives E(λ) = λ²⟨T⟩ + λ⟨V⟩ + ⟨D⟩/λ², with D = γ²ρ²/8, and stationarity at λ = 1 gives

2⟨T⟩ + ⟨V⟩ − 2⟨D⟩ = 0.   (5)

In a weak field, first-order theory with ⟨r²⟩ = 4∫r⁴e^(−2r)dr = 4·24/32 = 3 and ⟨ρ²⟩ = (2/3)⟨r²⟩ = 2 gives E = −½ + γ²/4. The program tests the spherical code against −½ at γ = 0 and against this formula at γ = 0.01. At γ = 1 the formula gives E_b = (½ + ½ − ¼) × 27.211 = 20.41 eV against the converged 22.62 eV, so that field is beyond first order.

Far along the axis the Coulomb term fades, only the lowest channel survives, and E = γ/2 − κ²/2 fixes the decay:

ψ ∼ e^(−γρ²/4) e^(−κ|z|),   κ = √(2E_b),   (6)

up to a power of z. With E_b/hartree = 0.83117 and 1.74780, κ = 1.289 and 1.870, which are decay lengths a₀/κ of 0.410 Å and 0.283 Å. A basis has to describe the spherical cusp and the tube (6) at once.

2. Anisotropic Gaussians

2.1 Matrix elements

The functions are gᵢ = exp(−αᵢρ² − βᵢz²). A product gᵢgⱼ is a Gaussian with a = αᵢ + αⱼ and b = βᵢ + βⱼ. From ∫e^(−ax²)dx = √(π/a), used for x and y with a and for z with b,

S = (π/a)√(π/b).

Differentiating the same integral with respect to a shows that inserting x² multiplies it by 1/(2a). Hence ρ² gives a factor 1/a, and

D = γ²S/(8a).

For the kinetic energy, integration by parts gives ½∫∇gᵢ·∇gⱼ. The x part is ½(2αᵢx)(2αⱼx)gᵢgⱼ, which integrates to 2αᵢαⱼS/(2a) = αᵢαⱼS/a. The y part is equal, and the z part has β and b:

T = S(2αᵢαⱼ/a + βᵢβⱼ/b).

For the Coulomb term write 1/r = (2/√π)∫₀^∞ e^(−t²r²)dt, which is the Gaussian integral over t. The spatial integral is then an overlap with a + t² and b + t²:

V = −(2/√π)∫₀^∞ π^(3/2) dt/[(a + t²)√(b + t²)] = −2π∫₀^∞ dt/[(a + t²)√(b + t²)].

Substitute u = t/√(b + t²), which runs from 0 to 1. Then t² = bu²/(1 − u²), dt = √b (1 − u²)^(−3/2)du, b + t² = b/(1 − u²), and a + t² = [a − (a − b)u²]/(1 − u²). The powers of 1 − u² are −3/2 + 1/2 + 1 = 0 and √b cancels:

V = −2π∫₀¹ du/[a − (a − b)u²] = −(2π/a)F(x),   x = (a − b)/a,   F(x) = ∫₀¹ du/(1 − xu²).   (7)

With σ = √|x|, F = artanh(σ)/σ for x > 0 (a > b, elongated along the field), F = arctan(σ)/σ for x < 0, and F = 1 + x/3 + … near x = 0. At a = b this gives V = −2π/a, which equals −∫4πr e^(−ar²)dr.

For strongly elongated pairs σ → 1 and artanh loses digits through 1 − σ. Since artanh σ = ½ln[(1 + σ)/(1 − σ)] = ln(1 + σ) − ½ln(1 − σ²) and 1 − σ² = b/a, the program uses ln(1 + σ) − ½ln(b/a) for σ ≥ 0.5, which has no cancellation. This is a precaution, since small overlap eigenvalues can amplify rounding errors (section 2.4); with q = 2 at the two fields computed, the plain artanh gives the same energies to better than 10⁻¹² eV. All four formulas are tested against quadrature in r and cos θ for elongated, flattened and nearly spherical pairs, to 10⁻¹⁰ in atomic units, the kinetic one from −½∇² applied directly.

2.2 One Gaussian by hand

For a single function a = 2α and b = 2β. Dividing by S,

E = α + β/2 + γ²/(16α) − 2√(2β/π) F,   σ² = 1 − β/α,

where V/S = −(2π/a)F/[(π/a)√(π/b)] = −2√(b/π)F. At γ = 10 the optimum is α = 10.0975 Å⁻² and β = 3.3510 Å⁻². With a₀² = 0.280028 Å², αa₀² = 2.82759 and βa₀² = 0.93837.

⟨T⟩ = (2.82759 + 0.46919) × 27.2114 = 89.710 eV
⟨D⟩ = [100/(16 × 2.82759)] × 27.2114 = 60.147 eV
σ² = 1 − 0.33186 = 0.66814,  σ = 0.81740
artanh σ = ln 1.81740 − ½ ln 0.33186 = 0.59741 + 0.55152 = 1.14893,  F = 1.40559
⟨V⟩ = −2 × √(1.87675/π) × 1.40559 × 27.2114 = −59.124 eV

Then E = 89.710 + 60.147 − 59.124 = 90.733 eV and E_b = 136.057 − 90.733 = 45.324 eV, as printed. Relation (5) reads 179.420 − 59.124 − 120.294 = 0.002 eV, zero within the rounding of the exponents, as it must be since a common scaling of α and β is among the variations. The Landau value γ/4 is 2.5/0.280028 = 8.93 Å⁻², so the field supplies most of α and the nucleus adds a little. The function is 2.24 eV short of the converged value. At γ = 1 the optimum is α = 1.6867 Å⁻², β = 1.3327 Å⁻², much nearer to spherical, and E_b = 20.733 eV, 1.88 eV short.

2.3 The lattice of exponents

Both ends of the exponent range follow from writing an exponential as a sum of Gaussians. Let J(c) = ∫₀^∞ exp(−p²t² − c²/t²)dt. Then dJ/dc = −2c∫t⁻²exp(…)dt. The substitution t = c/(pt′) exchanges the two terms in the exponent and turns dt/t² into (p/c)dt′ in magnitude, so dJ/dc = −2pJ. With J(0) = √π/(2p), J = (√π/2p)e^(−2pc). Setting p = κ/2, c = r and β = 1/t², for which |dt| = ½β^(−3/2)dβ,

e^(−κr) = [κ/(2√π)] ∫₀^∞ β^(−3/2) e^(−κ²/(4β)) e^(−βr²) dβ.   (8)

The diffuse end. Applied to e^(−κ|z|) in (6), the weight is cut off by e^(−κ²/(4β)). For q = 2 and 4 the lattice starts at β = 1/64 (lattice exponents are set in atomic units; for q = 3 and 6 the first powers above that limit are 1/27 and 1/36, with proportionally smaller cutoff exponents), where the exponent is 16κ² = 27 at γ = 1 and 56 at γ = 10.

The tight end. The cusp 1 − r corresponds to κ = 1 in (8), with weight ∝ β^(−3/2) on spherical functions. Stopping at β_max leaves out η ≈ ψ(0)(1/2√π)∫_(β_max)^∞ β^(−3/2)e^(−βr²)dβ. Rescaling β = β_max y shows η = ψ(0)β_max^(−1/2) times a fixed function of r√β_max. Its gradient is of order ψ(0), independent of β_max, over a volume β_max^(−3/2). In (4) the kinetic term dominates, the Coulomb term being smaller by β_max^(−1/2), so at leading order

δE ∝ |ψ(0)|² β_max^(−3/2).   (9)

Reoptimising the remaining coefficients changes the constant but not the power, since β_max is the only scale at that end. At γ = 10 and q = 2, stopping at 2¹³ and 2¹⁵ raises the energy by 5.11×10⁻⁶ and 6.40×10⁻⁷ eV relative to the basis that runs to 2²⁰. The ratio is about 7.98, and the power ln(ratio)/ln 4 from the unrounded energies is 1.499; the program asserts 1.5 within 0.12.

Equation (9) explains why the cusp is cheap for this basis. In a geometric sequence one more spherical function multiplies β_max by q and divides the cusp error by q^(3/2), so this part of the error falls exponentially with the number of tight functions.

The transverse exponents. At large ρ the term γ²ρ²/8 dominates (1) and ψ falls as e^(−γρ²/4) times a slower factor. In a superposition of e^(−αρ²) with positive weights, any α below γ/4 would win at large ρ, so the weight lies at α ≥ γ/4, and by (6) the tube along the axis needs α = γ/4 itself. The program therefore sets α = γ/4 + a′ and takes

a′ = 0 or qⁱ with γ/64 ≤ qⁱ ≤ 2¹⁰,   β = qʲ with 1/64 ≤ qʲ ≤ 2¹⁰,

in all combinations, plus the diagonal a′ = β = qᵏ for 2¹⁰ < qᵏ ≤ top = 2²⁰. For q = 2 and γ = 10 this is 14 × 17 + 10 = 248 functions. Values of a′ far below γ/4 give nearly the same function as a′ = 0, which is why the lower limit scales with γ. On the tight diagonal γ/4 is small against β and the functions are nearly spherical, as the cusp requires. What the diagonal cannot describe is the anisotropic correction to the cusp, of order γρ²r; its gradient squared times volume scales as γ²r⁷, so ending the rectangle at β_c should cost an energy ∝ γ²β_c^(−7/2). This scaling estimate is not tested.

The value of the shift is tested at γ = 10 and q = 3. A lattice with α = qⁱ unshifted, 10 × 10 + 6 = 106 functions by the same counting, is in error by 5.50×10⁻² eV; the shifted lattice of 96 functions by 2.04×10⁻⁴ eV. The ratio is about 270, and the program asserts that it exceeds 3. The size of the gain belongs to this case. Having α = γ/4 among the exponents is not its main cause: the shifted lattice also places several exponents just above γ/4 (here 2.5, 2.83, 3.5, 5.5, against 1, 3, 9), and an unshifted q = 3 lattice stays about 2×10⁻² eV short at γ = 4 and γ = 12, where γ/4 is one of its points.

2.4 The algorithm

The steps are: scale each function to unit norm; diagonalise S = UλUᵀ; keep the eigenvectors with λₖ > τ = 10⁻¹⁰ and form the columns Xₖ = Uₖ/√λₖ, so that XᵀSX = 1; find the lowest eigenvector y of Xᵀ(T + V + D)X; set c = Xy; and report cᵀHc/cᵀSc.

The threshold balances two errors. Dropping directions removes from Σcᵢgᵢ a piece of squared norm Σλₖ(Uₖ·c)² ≤ τ|c|², which is small as long as the coefficients of the normalised functions stay moderate. By (4) the cost is the energy of that piece, not its norm, and this was not estimated separately; it is contained in the q = 2 errors of section 2.5. Keeping a direction amplifies rounding errors of relative size about 10⁻¹⁶ by 1/λₖ, to about 10⁻⁶ at the threshold, still far too small to turn a high-lying direction into a spurious low state. Evaluating the quotient in the original functions keeps the result an upper bound up to rounding, even when XᵀSX departs slightly from 1. No function is dropped for q ≥ 3; for q = 2, 277 of 316 are kept at γ = 1 and 219 of 248 at γ = 10.

2.5 Convergence in q

Errors here and in all tables are the reference E_b (spherical basis, L = 48) minus the E_b of the basis, in eV; the number of functions is in brackets.

q     γ = 1                γ = 10
6     4.15×10⁻² (46)      3.64×10⁻² (40)
4     1.82×10⁻³ (95)      3.79×10⁻³ (77)
3     1.56×10⁻⁴ (116)     2.04×10⁻⁴ (96)
2     1.44×10⁻⁸ (316)     1.57×10⁻⁸ (248)

The errors at the two fields are within about a factor of two of each other at every q. The local power of convergence in the number of functions is, at γ = 10, ln(178)/ln(96/40) = 5.9 from q = 6 to 3 and ln(1.30×10⁴)/ln(248/96) = 10.0 from q = 3 to 2; at γ = 1 it is 6.0 and 9.3. The second power at each field is only indicative, because the q = 2 error is at a level where the reference is not resolved (section 6) and includes parts that do not depend on q. The program asserts that the errors decrease and that the first power exceeds 3. A rising power is what an error exponential in 1/ln q would give, and a likely reason is that the lattice acts as a trapezoid rule in ln α and ln β for a representation like (8); this is a conjecture, not derived here. Of the 1.57×10⁻⁸ eV at q = 2, the tight cut accounts by (9) for about 6.40×10⁻⁷/32^(3/2) = 3.5×10⁻⁹ eV; the rest has not been apportioned.

3. Spherical harmonics

3.1 Coupled equations

Write ψ = Σ u_l(r)Y_l0(θ)/r over even l ≤ L, even because ψ is even in z. With μ = cos θ, ρ² = r²(1 − μ²). The Legendre recurrence (2l + 1)μP_l = (l + 1)P_(l+1) + lP_(l−1) and Y_l0 = √((2l + 1)/4π) P_l give

μY_l0 = c_l Y_(l+1),0 + c_(l−1) Y_(l−1),0,   c_l = (l + 1)/√((2l + 1)(2l + 3)),   c_(−1) = 0,

because the coefficient of Y_(l+1),0 is [(l + 1)/(2l + 1)]√((2l + 1)/(2l + 3)), and the other follows by the symmetry of the matrix. Applying μ twice,

⟨l|sin²θ|l⟩ = 1 − c_(l−1)² − c_l²,   ⟨l + 2|sin²θ|l⟩ = −c_l c_(l+1).

The program tests this matrix by quadrature up to l = 12. The radial equations are

−½u_l″ + [l(l + 1)/(2r²) − 1/r]u_l + (γ²r²/8) Σ_l′ ⟨l|sin²θ|l′⟩u_l′ = E u_l.

For L = 0, c₀² = 1/3, and the field is replaced by its spherical average γ²r²/12.

Each u_l is expanded on 0 ≤ r ≤ R in the M polynomials P_(n+2)(t) − Pₙ(t), t = 2r/R − 1, n = 0 … M − 1, which vanish at both ends because Pₙ(±1) = (±1)ⁿ. A product of two of them contains r², so the 1/r and 1/r² integrands are polynomials. The highest degree, from the r² term, is 2(M + 1) + 2 = 104 for M = 50, and Gauss–Legendre quadrature with M + 4 = 54 points is exact to degree 107. The matrix elements are exact and the method is variational. The cusp needs no special functions: u₀ ∝ r − r² + … is smooth in r up to the nucleus, so polynomials converge quickly to it. Since Y₀₀ = 1/√(4π) and higher l vanish at the origin, |ψ(0)|² = u₀′(0)²/(4π). This gives 3.108 Å⁻³ at γ = 1 and 16.296 Å⁻³ at γ = 10, and the program asserts agreement with the q = 2 Gaussian value within 0.3 %.

3.2 Rate of convergence in L

The difficulty is the tube (6). On a sphere of radius r ≈ z it covers a small cap, ρ ≈ zθ, where ψ ∝ exp(−γz²θ²/4)exp(−κz). A small cap is nearly flat, the angular Laplacian becomes the plane Laplacian in θ, and its eigenvalue l(l + 1) ≈ l² plays the part of a squared wave number. The plane Fourier transform of exp(−pθ²) is proportional to exp(−l²/4p); with p = γz²/4 the amplitude at l is exp[−l²/(γz²)]. The weight left out of the basis, with l = L + 2 the first omitted value, is the square:

exp[−G(z)],   G(z) = 2l²/(γz²) + 2κz.

The integral over z is dominated by the minimum of G. Setting G′ = −4l²/(γz³) + 2κ = 0 gives z*³ = 2l²/(γκ). There the first term equals 2l²z*/(γz*³) = κz*, so G = 3κz*, and with κ² = 2E_b,

δE ∼ exp[−Λ l^(2/3)],   Λ = 3(2κ²/γ)^(1/3) = 3(4E_b/γ)^(1/3).   (10)

This is a leading-exponent estimate that ignores all power prefactors. It predicts convergence faster than any power of L, with a rate that drops as γ grows, since E_b grows more slowly than γ: Λ = 3 × 3.3247^(1/3) = 4.478 at γ = 1 and 3 × 0.69912^(1/3) = 2.663 at γ = 10.

L      γ = 1           L      γ = 10
0      1.994×10⁻¹      0      1.140×10¹
2      6.767×10⁻³      4      5.239×10⁻¹
4      3.495×10⁻⁴      10     1.113×10⁻²
8      1.872×10⁻⁶      18     1.048×10⁻⁴
14     1.985×10⁻⁹      24     4.061×10⁻⁶
                       36     9.778×10⁻⁹

The measured slope at γ = 10 between L = 10 and 18 is ln(106.2)/(20^(2/3) − 12^(2/3)) = 4.665/2.127 = 2.194, and at γ = 1 between L = 4 and 8 it is 3.904. These are 18 % and 13 % below (10); the program asserts agreement within 35 %, along with monotone decrease in L. The table shows the slope at γ = 10 creeping up: 3.251/1.408 = 2.31 for L = 18 to 24 and 6.029/2.527 = 2.39 for L = 24 to 36. A prefactor l^p would lower the slope by 3p/(2x), with x = l^(2/3). The shortfalls 0.47, 0.35 and 0.28 times the midpoint values x = 6.3, 8.1 and 10.0 are 3.0, 2.9 and 2.8, nearly constant, which would mean p near 2. That a power prefactor is the cause is a conjecture supported by these three numbers. In practice (10) overstates the rate at the L values used, and a setting of L should be taken from measured slopes.

Continuing the last slope from L = 36 to 48, over 50^(2/3) − 38^(2/3) = 2.27, gives a factor e^(−5.4) and an estimated angular error near 4×10⁻¹¹ eV for the reference at γ = 10.

The Gaussian lattice reaches errors near 10⁻⁸ eV at both fields with q = 2, while the estimate for spherical harmonics gives convergence faster than any power of L, at a rate that drops as the field grows. What remains is the convergence of the Landau channels, the relation between the three bases, the meaning of the final digits and the choice of settings.
